# Maximum Energy Transfer from 200 keV Electrons to Silicon Atoms

## The decision that depends on the number

A calculation of knock-on damage in a silicon specimen at 200 keV begins with a choice: are displacements of bulk atoms to be included, or can they be left out as kinematically forbidden? The answer depends on whether one elastic collision can give an atom more than its displacement threshold $T_d$. For bulk silicon, a rough range of 15 to 20 eV is used here as an illustration. Reported values spread more widely, from about 13 eV for the easiest recoil direction to well above 20 eV for averages over directions.

Relativistic kinematics gives a maximum transfer of about 19 eV to an atom at rest, while the nonrelativistic formula gives about 16 eV. If the threshold were 17 eV, the two would lead to opposite choices. The accuracy of the estimate therefore matters, and so does the question of which correction to it is the largest.

## Model and conventions

The silicon atom is free, initially at rest, and left in its internal ground state. No photon is emitted. Rest energies and momenta are written in energy units: $m$ means the electron's $mc^2$, $M$ the atom's $Mc^2$, and $p$ the electron's momentum times $c$. The electron has kinetic energy $K$ and total energy $E=K+m$, so that

$$
p^2=E^2-m^2=K(K+2m).
$$

The atom receives kinetic energy $T$ and momentum $P$, at an angle $\varphi$ to the beam. Its total energy is $M+T$, hence

$$
P^2=(M+T)^2-M^2=T^2+2MT .
$$

The small parameter of the asymptotic analysis is

$$
\varepsilon=\frac{E}{M},
$$

the electron's total energy over the atom's rest energy. Nothing is assumed about $K/m$, so the electron may be as relativistic as we like while $\varepsilon$ stays small.

## The exact kinematic result

After the collision the electron has energy $E'=E-T$ and momentum $\mathbf p'=\mathbf p-\mathbf P$. Its momentum squared can be written in two ways. From momentum conservation,

$$
p'^2=p^2+P^2-2pP\cos\varphi .
$$

From energy conservation,

$$
p'^2=(E-T)^2-m^2=p^2-2ET+T^2 .
$$

Equate the two, cancel $p^2$, and insert $P^2=T^2+2MT$. The terms $T^2$ cancel as well, leaving

$$
-2ET=2MT-2pP\cos\varphi
\quad\Longrightarrow\quad
T(E+M)=pP\cos\varphi .
$$

The left side is positive, so the atom recoils into the forward hemisphere, $\cos\varphi>0$. Squaring then adds no false solution in that hemisphere:

$$
T^2(E+M)^2=p^2\cos^2\varphi\,(T^2+2MT).
$$

The root $T=0$ means that no collision took place. Dividing by $T$ and collecting terms gives the other root,

$$
T(\varphi)=\frac{2Mp^2\cos^2\varphi}{(E+M)^2-p^2\cos^2\varphi}.
$$

As $\cos^2\varphi$ grows, the numerator grows and the denominator, which is positive because $E>p$, shrinks. The transfer is therefore largest at $\varphi=0$. There the denominator is

$$
D=(E+M)^2-p^2=(E^2-p^2)+2EM+M^2=m^2+2EM+M^2,
$$

and

$$
T_{\max}=\frac{2Mp^2}{M^2+m^2+2EM}.
$$

To see where the electron goes, use $P=T(E+M)/p$ at $\varphi=0$:

$$
P-p=p\,\frac{2M(E+M)-(M^2+m^2+2EM)}{D}
=p\,\frac{M^2-m^2}{D}.
$$

This is positive for $M>m$. The atom takes more than the electron's whole initial momentum, and the electron must travel backwards to make up the balance. The maximum transfer belongs to scattering through 180°.

## Heavy atom: leading order and first correction

Take $M^2$ out of the denominator:

$$
T_{\max}=\frac{2p^2}{M}\,\frac{1}{1+2\varepsilon+m^2/M^2}.
$$

Since $m\le E$, the term $m^2/M^2$ is at most $\varepsilon^2$. Expanding the fraction to first order gives

$$
T_{\max}=\frac{2p^2}{M}\left[1-2\varepsilon+O(\varepsilon^2)\right],
\qquad
\frac{2p^2}{M}=\frac{2K(K+2m)}{M}.
$$

The leading term has a simple reading. A very heavy atom acts as a wall: the electron rebounds with nearly unchanged momentum and delivers $2p$. A slow atom of mass $M$ with momentum $2p$ has kinetic energy $(2p)^2/(2M)=2p^2/M$. The correction is negative because the atom recoils. The electron's final momentum is $p(M^2-m^2)/D\approx p(1-2\varepsilon)$, so the momentum delivered is $2p(1-\varepsilon)$, and its square carries the factor $1-2\varepsilon$.

The expansion fails when $E$ becomes comparable with $M$. In the opposite limit, $E\gg M$, the exact formula has $D\approx2EM$ and gives $T_{\max}\approx p^2/E\approx E$: elastic kinematics would then allow nearly the whole energy to pass to the atom.

## Numbers for 200 keV and silicon

The mean atomic mass of silicon, 28.085 u, corresponds to $M=26.161$ GeV. With $m=511.0$ keV and $K=200$ keV,

$$
p=\sqrt{200\,(200+1022.0)}\ \text{keV}=494.4\ \text{keV}.
$$

The leading term is

$$
\frac{2p^2}{M}=\frac{2\,(494.37\ \text{keV})^2}{26.161\times10^{6}\ \text{keV}}
=0.01868\ \text{keV}=18.68\ \text{eV}.
$$

The total energy is $E=711.0$ keV, so $2\varepsilon=5.4\times10^{-5}$. The first correction lowers the transfer by about 1 meV, from 18.684 to 18.683 eV. For an atom at rest with the mean mass, therefore,

$$
T_{\max}\approx 18.7\ \text{eV},
$$

or about 19 eV. The atom leaves with speed $(2p/M)c\approx 11.3$ km/s, which confirms that its own motion may be treated nonrelativistically.

## Second limit: a slow electron

If the electron is slow as well, $K\ll m$, there is a second small parameter, $K/m$. Factor $2m$ out of the heavy-atom result:

$$
\frac{2K(K+2m)}{M}=\frac{4mK}{M}\left(1+\frac{K}{2m}\right).
$$

The prefactor is the heavy-target limit of the nonrelativistic expression $4mMK/(m+M)^2$. At leading order in $\varepsilon$ the expansion in $K/m$ ends after its first correction, so the bracket holds for any $K$ that keeps $\varepsilon$ small.

For 200 keV the nonrelativistic value is 15.6 eV and the bracket is 1.196, which brings it back to 18.7 eV. The two corrections are very unequal: the electron's relativistic momentum raises the transfer by 20% of the nonrelativistic value, while the recoil correction lowers the leading heavy-atom value by 0.005%. For $m\ll K\ll M$ the second term in the bracket dominates, and $T_{\max}\approx2K^2/M$ grows as the square of the beam energy.

## Transfer at other scattering angles

Let the electron be scattered through $\theta$, and put $s=\sin(\theta/2)$. Momentum conservation gives

$$
P^2=p^2+p'^2-2pp'\cos\theta=(p-p')^2+4pp's^2,
$$

where $\cos\theta=1-2s^2$ was used. With $P^2=T^2+2MT$,

$$
2MT=4pp's^2+(p-p')^2-T^2 .
$$

At leading order $p'=p$, so $T=2p^2s^2/M$. For the next order, $p^2-p'^2=2ET-T^2$ gives $p-p'\approx ET/p$. Hence

$$
4pp's^2\approx4p^2s^2\left(1-\frac{ET}{p^2}\right)
\approx4p^2s^2\,(1-2\varepsilon s^2).
$$

The remaining terms are $(p-p')^2-T^2\approx T^2(E^2-p^2)/p^2=T^2m^2/p^2$. Relative to $4p^2s^2$ they are $s^2m^2/M^2$, which is of second order and is dropped. Therefore

$$
T(\theta)=\frac{2p^2}{M}\,s^2\left[1-2\varepsilon s^2+O(\varepsilon^2)\right]
= T_{\max}\sin^2\frac{\theta}{2}\left[1+2\varepsilon\cos^2\frac{\theta}{2}+O(\varepsilon^2)\right].
$$

The second form follows on dividing by $T_{\max}=(2p^2/M)(1-2\varepsilon)$. The simple rule $T_{\max}\sin^2(\theta/2)$ thus has a relative error of at most about $2\varepsilon$, which is $5\times10^{-5}$ for silicon at 200 keV.

An electron scattered through 10 mrad transfers 0.47 meV, and one scattered through 90° transfers 9.3 eV. To transfer 15 eV, the electron must be scattered through at least

$$
\theta=2\arcsin\sqrt{15/18.68}\approx127^\circ .
$$

Displacement of an atom at rest with this threshold requires strong backscattering. The maximum transfer says whether such events are possible; their rate needs a cross section as well.

## Beam energy for a given threshold

Set the leading-order transfer equal to $T_d$ and write $p^2=E^2-m^2$:

$$
T_d=\frac{2(E^2-m^2)}{M}
\quad\Longrightarrow\quad
E^2=m^2+\frac{MT_d}{2}.
$$

The positive root gives the beam energy that can just deliver $T_d$:

$$
K_d=\sqrt{m^2+\frac{MT_d}{2}}-m .
$$

For $T_d=15$ eV this is 165 keV, and for 20 eV it is 212 keV. An operating energy of 200 keV lies between them. For a static atom, whether displacement is allowed at 200 keV therefore depends on where in this range the threshold lies. Outside the range the answer is clear: a threshold of 13 eV is reached at 146 keV, and one of 24 eV only at 247 keV.

## The larger correction: the atom is not at rest

Suppose the atom already moves along the beam with velocity $v=\beta c$, where $\beta\ll1$. Its initial momentum is $M\beta$ in energy units. If the collision adds $q$ along the beam, the atom's energy rises by

$$
\Delta T=\frac{(M\beta+q)^2-(M\beta)^2}{2M}=\frac{q^2}{2M}+q\beta .
$$

In the atom's rest frame the incident electron has momentum $p-E\beta$ to first order in $\beta$. Backscattering therefore gives $q\approx2(p-E\beta)$. The change in $q$ alters the first term by $-4pE\beta/M$, which is smaller than $2p\beta$ by the factor $2\varepsilon$. It alters the second by $-2E\beta^2$, smaller than $2p\beta$ by $E\beta/p$, about $10^{-6}$ here. The recoil factor $1-\varepsilon$ in $q$, left out above, lowers the second term by a further $2pE\beta/M$, smaller than $2p\beta$ by the factor $\varepsilon$. To leading order,

$$
\Delta T=T_{\max}+2p\beta .
$$

Relative to $2p^2/M$, the shift is $M\beta/p$, the ratio of the atom's initial momentum to the electron's. At a given atomic velocity, a larger mass therefore increases this relative shift, while it suppresses the recoil correction. The shift in energy, $2p\beta$, depends on the velocity and not separately on the mass.

The typical $\beta$ follows from lattice vibrations. In a harmonic oscillator the mean kinetic energy is half the mean total energy. With $y=\hbar\omega/(k_BT_L)$ at lattice temperature $T_L$, the mean occupation is $1/(e^y-1)$, and the mean energy is

$$
\hbar\omega\left(\frac{1}{e^y-1}+\frac12\right)
=\frac{\hbar\omega}{2}\,\frac{e^y+1}{e^y-1}
=\frac{\hbar\omega}{2}\coth\frac{y}{2}.
$$

The atoms of the silicon lattice are equivalent, and its cubic symmetry makes the three velocity components equivalent. Each component therefore carries the kinetic energy averaged over all modes, so that $M\langle\beta^2\rangle=\bar u$, where $\bar u$ is the mean total energy per mode. The Debye model weights frequencies by $3\omega^2/\omega_D^3$ up to $\omega_D=k_B\Theta/\hbar$. With $x=\omega/\omega_D$,

$$
\bar u=\frac{3k_B\Theta}{2}\int_0^1x^3\coth\!\left(\frac{x\Theta}{2T_L}\right)dx .
$$

For a rough Debye temperature $\Theta=640$ K and $T_L=300$ K, numerical quadrature gives $\bar u=31$ meV. The rms speed along the beam is $c\sqrt{\bar u/M}\approx330$ m/s, and the rms spread of the backscattering transfer is

$$
2p\sqrt{\bar u/M}\approx1.1\ \text{eV}.
$$

This is 6% of $T_{\max}$, about a thousand times the recoil correction. Atoms moving with the beam can receive more than 18.7 eV, so that value is a strict maximum for an atom of the mean mass at rest, and not for a vibrating one.

Cooling helps little. As $T_L\to0$ the hyperbolic cotangent tends to 1 and the integral to $1/4$, leaving the zero-point energy $\bar u=3k_B\Theta/8$. At 1 K the computed spread is still 0.9 eV.

The spread can be expressed as a beam energy. Differentiating $2K(K+2m)/M$ gives

$$
\frac{dT_{\max}}{dK}=\frac{4(K+m)}{M}=4\varepsilon\approx1.09\times10^{-4}.
$$

A change of 1.1 eV in transfer therefore corresponds to about 10 keV in beam energy. Within this model, the onset of displacement is blurred on that scale even for a single, sharp $T_d$.

## Comparison with a real specimen

Consider a silicon film 50 nm thick at 300 K in a 200 keV beam. For most of its atoms, the kinematic assumption that matters most is that of an atom at rest: vibration spreads the result by about 1.1 eV rms. The other effects estimated here are smaller, except that a silicon-30 atom has a maximum about 1.2 eV below the value for the mean mass:

- **Isotopes.** No atom has the mean mass. The maximum is 18.8 eV for silicon-28, the most abundant isotope, 18.1 eV for silicon-29 and 17.5 eV for silicon-30.
- **Energy loss in the film.** With a rough plasmon energy of 17 eV and a rough inelastic mean free path of 150 nm, the mean plasmon loss across the film is $17\times50/150=5.7$ eV. Multiplied by $4\varepsilon$, this lowers $T_{\max}$ by 0.6 meV. Rarer but larger losses to single electrons and inner shells raise the mean total loss to roughly 26 eV, which still lowers $T_{\max}$ by only about 3 meV.
- **The atom's own electrons.** A sudden kick $q=2p$ acts on the nucleus, of rest energy $M_n\approx M-14m$. The energy supplied is $q^2/(2M_n)$, of which $q^2/(2M)$ moves the whole atom. The difference, $14m\,T_{\max}/M_n\approx5$ meV, is the mean excitation of the electrons.
- **Photon emission.** The model excludes it. A rough soft-photon estimate gives a photon above 1 keV in about 2% of backscattering events, which lowers the mean transfer by a few tens of meV.
- **Bonding during the collision.** The electron moves at $p/E=0.695$ of the speed of light and crosses an atom, roughly 0.2 nm wide, in about 1 as. The shortest vibration period in the Debye model, $h/(k_B\Theta)$, is 75 fs. The lattice has no time to respond, which justifies treating the atom as free while it is struck.

Bonding acts afterwards, when the recoiling atom must leave its site, and it enters through $T_d$. The threshold depends on the recoil direction in the crystal, and it can be lower for a surface atom, which has fewer neighbours. The rough range of 5 eV used here for the bulk exceeds each of the kinematic corrections estimated above, with vibration measured by its rms spread.

For the damage calculation, the static relativistic formula is accurate enough as a starting point, and the recoil correction can be dropped. Bulk displacement at 200 keV should not be excluded on kinematic grounds for recoil directions with thresholds up to about 20 eV. A threshold of 24 eV lies about five rms spreads above the static maximum, where such events are very rare. Near threshold, the calculation should average over the atomic velocity and vary $T_d$ across its plausible range.
